# Does Fluorination Lower k through Polarizability? CF4 Compared with CH4

## Definitions and the belief

The dielectric constant $k$ of an isotropic material is defined in Gaussian units by

$$k=1+\frac{4\pi P}{E},$$

where $E$ is the macroscopic field and $P$ the dipole moment per volume. A molecule in a field $F$ acquires a dipole $\mu=\alpha F$. In this convention $\alpha$ is a volume, given here in Å$^3$; the SI polarizability is $4\pi\varepsilon_0\alpha$, and $k$ is the same number in both systems. The volume of material per molecule is $v$.

Two values of $\alpha$ must be kept apart. The electronic polarizability $\alpha_{\rm el}$ is the response at fixed nuclei. The static polarizability

$$\alpha_{\rm st}=\alpha_{\rm el}+\alpha_{\rm nuc}$$

also includes the displacement of the nuclei by the field. I call the corresponding dielectric constants optical and static. The electronic response is computed in its zero-frequency limit, so the optical constant contains no electronic dispersion.

The belief in question is this: fluorine holds its electrons tightly, so replacing hydrogen by fluorine makes a molecule less polarizable, and this lowers $k$. There is something behind it. CH$_4$ has 10 electrons and CF$_4$ has 42. With the electronic polarizabilities found below, 2.425 and 2.666 Å$^3$, the response per electron is 0.24 Å$^3$ in CH$_4$ and 0.063 Å$^3$ in CF$_4$. Electron for electron, the fluorinated molecule is much stiffer.

But a dielectric is not filled at a fixed number of electrons per volume. The belief passes from a property per electron to a property per molecule, and then to a property of the material. The first passage fails for this pair, since the whole CF$_4$ molecule is the more polarizable one. The second needs the volume that each molecule occupies.

## From the molecule to the material

Consider non-polar molecules with isotropic polarizability on the sites of a cubic lattice, each represented by a point dipole. Let the material be a wide slab polarized parallel to its faces. The faces then carry no polarization charge, and the macroscopic field inside equals the applied field $E$.

The field acting on one molecule is not $E$, because $E$ is an average over space. To find it, draw a large sphere around the molecule. Dipoles outside the sphere are far away and may be replaced by a continuous polarization; those inside are summed one by one.

For dipoles $p$ along $x$, the $x$ component of the field from those inside is

$$p\sum_{\rm sites}\frac{3x^2-r^2}{r^5}.$$

Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. Each is one third of the sum of $r^2/r^5$, so the expression vanishes.

The continuous material outside has a spherical inner surface. Its outward normal points into the cavity, so the surface charge density is $-P\cos\theta$, with $\theta$ measured from the direction of $P$. The charge on an area $R^2d\Omega$ produces at the centre a field whose component along $P$ is

$$-\frac{(-P\cos\theta)R^2d\Omega}{R^2}\cos\theta=P\cos^2\theta\,d\Omega.$$

The first minus sign arises because the field of a positive charge points from the surface towards the centre. The average of $\cos^2\theta$ over a sphere is $1/3$, so integration gives $4\pi P/3$, and

$$E_{\rm loc}=E+\frac{4\pi}{3}P.$$

A direct sum over the planes of a simple cubic slab, which uses no cavity, gives the coefficient 4.18877; $4\pi/3$ is 4.18879.

Each molecule has dipole $\alpha E_{\rm loc}$, and there is one per volume $v$. Therefore

$$P=\frac{\alpha}{v}\left(E+\frac{4\pi}{3}P\right).$$

Define the dimensionless quantity

$$x=\frac{4\pi\alpha}{3v}.$$

Collecting the terms in $P$ gives $P(1-x)=\alpha E/v$. Since $4\pi\alpha/v=3x$,

$$k=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.$$

It follows that $k-1=3x/(1-x)$ and $k+2=3/(1-x)$. Their ratio is the Clausius–Mossotti relation,

$$\frac{k-1}{k+2}=\frac{4\pi\alpha}{3v}.$$

Within this model the molecule enters through $\alpha/v$ and not through $\alpha$ alone. The derivative

$$\frac{dk}{dx}=\frac{3}{(1-x)^2}$$

is positive for $0\le x<1$. Replacing molecule A by molecule B thus lowers $k$ if and only if

$$\frac{\alpha_B}{\alpha_A}<\frac{v_B}{v_A}.$$

A more polarizable molecule can lower $k$, provided that it takes up sufficiently more room.

In the dilute limit $x\ll1$, the result becomes $k\approx1+4\pi\alpha/v$, the sum of independent molecular responses. At larger $x$ the local field strengthens the response. As $x$ approaches 1 the formula diverges; point dipoles with a fixed linear response are then no longer a safe description. The values below lie between 0.12 and 0.18, far from that limit.

## The electronic polarizability

Both molecules are tetrahedral. Twofold rotations about three perpendicular axes remove the off-diagonal elements of the polarizability tensor, and threefold rotations make its diagonal elements equal. One field direction, $z$, therefore suffices.

A fourfold rotation about $z$ followed by reflection in the perpendicular plane maps the molecule onto itself and reverses the field. The energy is therefore even in $F$. At fixed nuclei, to second order,

$$W(F)=W(0)-\frac12\alpha_{\rm el}F^2.$$

Since $\mu=-dW/dF$, this agrees with $\mu=\alpha_{\rm el}F$. Solving for the polarizability gives

$$\alpha_{\rm el}=-\frac{2[W(F)-W(0)]}{F^2},$$

up to corrections that vanish as $F^2$.

All values are computed at the Hartree–Fock/6-31G(d,p) bond lengths, 1.084 Å for C–H and 1.302 Å for C–F. In the Hartree–Fock approximation with the aug-cc-pVDZ basis, the induced dipole gives 2.347 Å$^3$ for CH$_4$ and 2.380 Å$^3$ for CF$_4$. The energies give the same values to the digits shown. The two molecules are almost equal at this level, with a ratio of 1.014.

Hartree–Fock theory omits electron correlation. Second-order Møller–Plesset theory (MP2), applied to the energies with and without the field, gives

$$\alpha_{\rm el}({\rm CH_4})=2.425\ \text{Å}^3,\qquad
\alpha_{\rm el}({\rm CF_4})=2.666\ \text{Å}^3.$$

Correlation at this level raises the CH$_4$ value by about 3% and the CF$_4$ value by about 12%, each relative to Hartree–Fock. The ratio becomes 1.099. In this basis CF$_4$ is thus the more polarizable molecule at both levels, but for the electrons alone the margin is modest. The small Hartree–Fock margin depends on the basis: 6-31G(d,p), which has no diffuse functions, gives 1.85 Å$^3$ for CH$_4$ and 1.78 Å$^3$ for CF$_4$, the reverse order. Higher correlation, a larger basis and the averaging over zero-point motion are left out, and the values change with the bond lengths: at 1.087 and 1.315 Å the MP2 ratio is 1.11. The third decimals serve the arithmetic and do not state the accuracy.

## Volume reverses the comparison

A molecule has no sharp surface. As a measure of size I take the volume $V$ inside the contour where the Hartree–Fock electron density is 0.001 electrons/bohr$^3$. This gives 41.46 Å$^3$ for CH$_4$ and 59.22 Å$^3$ for CF$_4$, a ratio of 1.428. Integration on a polar grid instead of a Cartesian one changes each volume by less than 0.5%, to 41.55 and 58.97 Å$^3$, and the ratio to 1.419, so its last digits are not settled. The electronic polarizability grows by a factor of 1.099, so its density falls:

$$\frac{\alpha_{\rm el}}{V}:\qquad 0.0585\ ({\rm CH_4}),\qquad 0.0450\ ({\rm CF_4}).$$

The contour is a convention. At 0.002 electrons/bohr$^3$ the volume ratio is 1.544, which strengthens the conclusion. At 0.0005 electrons/bohr$^3$ it is about 1.32, which weakens the conclusion but still exceeds the polarizability ratio of 1.099.

Molecules do not fill space completely. Let a fraction $\eta$ of the material lie inside the molecular contours, so that $v=V/\eta$. To isolate the effect of the molecule, I choose $\eta=0.65$ for both. Then

$$v({\rm CH_4})=\frac{41.46}{0.65}\approx63.79\ \text{Å}^3,$$

$$v({\rm CF_4})=\frac{59.22}{0.65}\approx91.10\ \text{Å}^3.$$

For CH$_4$ the optical constant follows from

$$x=\frac{4.189\times2.425}{63.79}=0.1592,$$

$$k_{\rm opt}=\frac{1+2(0.1592)}{1-0.1592}=1.568.$$

For CF$_4$,

$$x=\frac{4.189\times2.666}{91.10}=0.1226,$$

$$k_{\rm opt}=\frac{1+2(0.1226)}{1-0.1226}=1.419.$$

The more polarizable molecule gives the lower optical constant, by 0.149.

The role of volume can be separated by a thought experiment. Give CF$_4$ its own electronic polarizability but the volume per molecule of CH$_4$. Then $x=4.189\times2.666/63.79=0.1751$ and $k_{\rm opt}=1.637$. This is higher than the CH$_4$ value of 1.568. The change in molecular polarizability taken alone raises $k$; the larger volume lowers it and prevails.

## The nuclei also respond

An interlayer dielectric works at frequencies far below molecular vibrations, so its nuclei have time to follow the field. The optical comparison is therefore not yet the comparison that matters for signal delay.

Let $q$ be a column of small nuclear displacements from equilibrium, described by coordinates that leave out translation and rotation of the whole molecule. Those motions cost no energy and would leave the force-constant matrix without an inverse. Let $K$ be the force-constant matrix for $q$, and $Z$ the column of dipole derivatives $\partial\mu/\partial q$ at zero field. To second order in $q$ and $F$,

$$W=W_0+\frac12q^TKq-FZ^Tq-\frac12\alpha_{\rm el}F^2.$$

No term is linear in $q$ alone, because the nuclei start at equilibrium. The coupling has a minus sign because the energy of a dipole along the field is $-\mu F$. Setting the derivative with respect to $q$ to zero gives

$$Kq-FZ=0,\qquad q=K^{-1}ZF.$$

Substituting this displacement, and using the symmetry of $K$, gives

$$\frac12q^TKq=\frac12F^2Z^TK^{-1}Z,$$

$$-FZ^Tq=-F^2Z^TK^{-1}Z.$$

Half of the gain from the field is spent on deforming the molecule. The sum is

$$W=W_0-\frac12\left(\alpha_{\rm el}+Z^TK^{-1}Z\right)F^2,$$

and hence

$$\alpha_{\rm nuc}=Z^TK^{-1}Z.$$

Nuclear masses do not appear, because this is a displacement between equilibria. They enter when the field oscillates. Let $M$ be the mass matrix for $q$, set up so that the centre of mass of the molecule stays at rest. Without damping, $M\ddot q=-Kq+ZF$, so at angular frequency $\omega$

$$q=(K-\omega^2M)^{-1}ZF.$$

At $\omega\to0$ the static result returns. Far above the vibrational frequencies $q\approx-M^{-1}ZF/\omega^2$, which tends to zero. The nuclei then drop out and the optical constant remains.

Two coordinates suffice for a field along $z$. The nine vibrational coordinates of a tetrahedral molecule consist of one symmetric stretch, a pair of bends, and two sets of three that transform like $x,y,z$. Each of these two sets has one member that transforms like $z$. I use the shift of carbon along $z$ with the ligands held in place, and a collective motion in which the two upper ligands move away from the $z$ axis while the two lower ones move towards it. In the second, each ligand moves by half the value of the coordinate; it is partly a bend and also changes bond lengths.

For CF$_4$, Hartree–Fock theory with the 6-31G(d,p) basis gives

$$Z=\begin{pmatrix}2.202\\-0.521\end{pmatrix},\quad
K=\begin{pmatrix}0.7843&-0.2677\\-0.2677&0.4531\end{pmatrix},$$

with $Z$ in units of $e$ and $K$ in hartree/bohr$^2$. The inverse of a symmetric two-by-two matrix gives

$$\alpha_{\rm nuc}=\frac{K_{22}Z_1^2-2K_{12}Z_1Z_2+K_{11}Z_2^2}{K_{11}K_{22}-K_{12}^2}.$$

The three terms of the numerator are 2.197, $-0.614$ and 0.213, and the denominator is 0.2837. The result is 6.33 bohr$^3$, or 0.938 Å$^3$. The same calculation for CH$_4$ gives 0.034 Å$^3$.

The difference comes from the dipole derivatives and not from softer bonds. The carbon-shift component of $Z$ is 2.202 $e$ in CF$_4$ and 0.072 $e$ in CH$_4$. If the CF$_4$ values of $Z$ are combined with the CH$_4$ force constants, the formula gives about 1.4 Å$^3$, more than the actual CF$_4$ value. This mixed number depends on the coordinates: with bends measured as angles instead of displacements it is about 1.7 Å$^3$, again more. The force constants of CF$_4$ thus reduce its nuclear response relative to this mixed case.

The quadratic model was tested by placing each molecule in the field at the predicted displacement. In the smaller basis, the energy of displaced CF$_4$ gives a total polarizability of 2.721 Å$^3$, equal to the formula's value at the digits shown. This total is lower than the static value used below because the smaller basis and the lack of correlation reduce its electronic part.

## The static constant

Adding the Hartree–Fock nuclear part to the MP2 electronic part gives

$$\alpha_{\rm st}({\rm CH_4})=2.425+0.034=2.459\ \text{Å}^3,$$

$$\alpha_{\rm st}({\rm CF_4})=2.666+0.938=3.604\ \text{Å}^3.$$

The ratio is now 1.466. In a static field CF$_4$ is more polarizable by almost half, which makes the original belief fail by a much wider margin. The volume ratio of 1.428 no longer outweighs it. With the same packing fraction as before,

$$x({\rm CH_4})=\frac{4.189\times2.459}{63.79}=0.1615,\qquad k_{\rm st}=1.578,$$

$$x({\rm CF_4})=\frac{4.189\times3.604}{91.10}=0.1657,\qquad k_{\rm st}=1.596.$$

The optical advantage of 0.149 has disappeared, and CF$_4$ comes out higher by 0.018. With the polar-grid volumes the difference is 0.023, so it is about 0.02, and the percentages derived from it below are equally rough.

The sign of this small difference should not be trusted. The static polarizability per volume of CF$_4$, relative to CH$_4$, is 0.949 with the 0.002 contour, 1.026 with the 0.001 contour and about 1.11 with the 0.0005 contour. With Hartree–Fock electronic values and the first contour it is 0.976. These choices fall on both sides of 1. The nuclear part is uncertain as well: a reduction of the CF$_4$ nuclear polarizability by about 10% would make the two static constants equal. The supported conclusion is that the clear optical advantage of CF$_4$ is largely or wholly lost in the static constant, while the sign of the remaining difference is undecided.

With the two static constants as close as they are for the 0.001 contour, a small difference in packing can decide between them. For small changes at fixed molecular properties, $\delta x/x=\delta\eta/\eta$, so

$$\delta k=\frac{3x}{(1-x)^2}\frac{\delta\eta}{\eta}.$$

For static CF$_4$ the prefactor is $3(0.1657)/(0.8343)^2=0.71$. A packing fraction lower by 2.6% reduces $k$ by about 0.018, which removes the calculated difference. Equivalently, with this contour the static constants are equal when the packing fraction of CF$_4$ is 0.974 times that of CH$_4$. The factor depends on the contour: it is 1.054 at 0.002 and about 0.90 at 0.0005 electrons/bohr$^3$. The volume per molecule in the material needs no contour. In those terms, and within the model, CF$_4$ has the lower static $k$ if its $v$ is more than 1.466 times that of CH$_4$, and the higher one if it is less.

## Where the comparison stops

The calculation concerns two non-polar molecules at equal packing. Partial fluorination can break the symmetry that forbids a permanent dipole $\mu_0$. For a freely rotating dipole in a weak field, the orientation weight is proportional to $1+\mu_0F\cos\theta/(k_BT)$, where $k_B$ is Boltzmann's constant and $T$ the temperature. The mean dipole along the field is then

$$\mu_0\langle\cos\theta\rangle=\frac{\mu_0^2F}{k_BT}\cdot\frac13,$$

because the average of $\cos\theta$ over directions vanishes and that of $\cos^2\theta$ is $1/3$. This adds $\mu_0^2/(3k_BT)$ to the static polarizability. The contribution is positive, so a partly fluorinated molecule that can rotate may raise $k$ even where the electronic polarizability density falls. In a rigid film the rotation is hindered, and this formula does not apply as it stands. In a dense polar liquid, correlations between the dipoles also invalidate the simple local-field argument.

Real films may further differ in density, porosity, bonding between units and absorbed water. None of these is included here, so the constants above are not predictions for a particular film. The criterion $\alpha_B/\alpha_A<v_B/v_A$ still shows what has to be known before fluorination can be credited with a lower $k$: the polarizability at the working frequency, with its nuclear part, and the volume that the fluorinated unit occupies in the finished material. A low refractive index shows that the electronic polarizability per volume is low, but it leaves the nuclear part open.

## Computed values

```
Applied field: 0.005 a.u.; displacement: 0.02 bohr
Chosen packing fraction: 0.65
Lattice field coefficient: sum 4.18877, 4pi/3 4.18879
CH4 electronic alpha, HF linear response: 2.346 A^3
CH4 bond length, HF/6-31G(d,p): 1.0838 A
CH4 electronic alpha, HF/aug-cc-pVDZ: dipole 2.347, energy 2.347 A^3
CH4 electronic alpha, MP2/aug-cc-pVDZ: 2.425 A^3
CH4 dipole slopes Z (C shift, bend): 0.072, -0.223 e
CH4 K (CC, CB, BB): 0.6131, -0.2752, 0.2889 hartree/bohr^2
CH4 nuclear alpha, HF/6-31G(d,p): 0.034 A^3
CH4 total alpha test, HF/6-31G(d,p): formula 1.887, relaxed energy 1.887 A^3
CH4 static alpha, MP2 electronic + HF nuclear: 2.459 A^3
CH4 volume, contour 0.001: Cartesian 41.46, polar 41.55 A^3
CH4 volume, contour 0.002: 32.23 A^3
CH4 volume per molecule in material: 63.79 A^3
CH4 electronic alpha / molecular volume: 0.05848
CH4 static alpha / molecular volume: 0.05930
CH4 dielectric constant: optical 1.568, static 1.578
CF4 bond length, HF/6-31G(d,p): 1.3023 A
CF4 electronic alpha, HF/aug-cc-pVDZ: dipole 2.380, energy 2.380 A^3
CF4 electronic alpha, MP2/aug-cc-pVDZ: 2.666 A^3
CF4 dipole slopes Z (C shift, bend): 2.202, -0.521 e
CF4 K (CC, CB, BB): 0.7843, -0.2677, 0.4531 hartree/bohr^2
CF4 nuclear alpha, HF/6-31G(d,p): 0.938 A^3
CF4 total alpha test, HF/6-31G(d,p): formula 2.721, relaxed energy 2.721 A^3
CF4 static alpha, MP2 electronic + HF nuclear: 3.604 A^3
CF4 volume, contour 0.001: Cartesian 59.22, polar 58.97 A^3
CF4 volume, contour 0.002: 49.77 A^3
CF4 volume per molecule in material: 91.10 A^3
CF4 electronic alpha / molecular volume: 0.04502
CF4 static alpha / molecular volume: 0.06085
CF4 dielectric constant: optical 1.419, static 1.596
CF4/CH4 electronic alpha ratio: HF 1.014, MP2 1.099
CF4/CH4 static alpha ratio: 1.466
CF4/CH4 volume ratio: contour 0.001 1.428, 0.002 1.544
CF4/CH4 static alpha-density ratio, contour 0.001: 1.026
CF4/CH4 static alpha-density ratio, contour 0.002: 0.949
CF4/CH4 static alpha-density ratio, all HF, 0.001: 0.976
Optical k of CF4 if given the CH4 volume: 1.637
Optical k change, CF4 minus CH4: -0.149
Static k change, CF4 minus CH4: +0.018
CF4/CH4 packing ratio for equal static k: 0.974
```
